# The Filippetti-Spaldin pseudo-SIC projector and its factor one half, part 2

Pseudo-SIC removes self-interaction from the LSDA Hamiltonian of a solid through projectors on fixed, real, orthonormal atomic orbitals \(\phi_i\), with spherically averaged densities \(n_i\) and occupations \(0\le p_i\le1\):
\[ \hat V^{SIC}=-\alpha\sum_ip_i\,\frac{|V_i\phi_i\rangle\langle V_i\phi_i|}{\epsilon_{HXC,i}},\qquad \langle\phi_i|\hat V^{SIC}|\phi_i\rangle=-\alpha\,p_i\,\epsilon_{HXC,i}, \]
the second relation neglecting overlaps \(\langle V_i\phi_i|\phi_j\rangle\), \(i\ne j\). Here \(V_i=V_{HXC}[n_i]\), \(\epsilon_{HXC,i}=\langle\phi_i|V_i|\phi_i\rangle\), and \(V_{HXC}[\rho]=V_H[\rho]+v_{xc}^{\uparrow}[\rho,0]\) is Hartree plus fully polarised exchange-correlation. Its exchange part, \(v_x[\rho]=-(6\rho/\pi)^{1/3}\), makes \(v_x[pn_i]\) scale as \(p^{1/3}\). Algebra is in atomic units.

Let one orbital have occupation \(p\), with total energy \(E(p)\), level \(\epsilon(p)\) and Kohn-Sham operator \(H\); \(n_\uparrow\) is the spin-up density. With \(U=\epsilon(1)-\epsilon(0)\) and removal energy \(I=E(0)-E(1)\) (\(\Delta\)SCF), Janak's theorem gives
\[ -I=\int_0^1\epsilon(p)\,dp . \]
Bringing the level at \(p=1\) to \(-I\) requires lowering it by \(\Delta=\epsilon(1)+I\):
\[ \Delta=\int_0^1p\,\epsilon'(p)\,dp,\qquad \alpha=\frac{\Delta}{\epsilon_{HXC}} , \]
and, with \(\epsilon''\) at \(p=\tfrac12\), \(\Delta=U/2+\epsilon''/12+\dots\).

The usual \(\alpha=\tfrac12\) follows from the linear model \(\epsilon(p)=\epsilon(0)+p\,\epsilon_{HXC}\), where \(U=\epsilon_{HXC}\). For a linear level, the shift reaching \(-I\) at every \(p\) is \(-(p-\tfrac12)U\). A frozen one-electron 1s model, with exchange energy \(E_x\) and Hartree-exchange self-term \(\epsilon_{HX}\), gives \(\alpha=0.834\) instead.

The example is the Si atom, \(3s^23p_\uparrow^2\), in non-relativistic all-electron central-field LSDA (Slater exchange, VWN5 correlation) with an even-tempered radial Gaussian basis. In the final numerical list, "separable", "local" and "plain" denote fixed-density corrections by the rank-one operator, the full local potential and \(C|\phi\rangle\langle\phi|\), with \(C=\epsilon_{HXC}\); \(y^TWy\) is the third-order coefficient of the separable-minus-local level difference.

The question now is whether many electrons, which partly hide the \(p^{1/3}\) singularity and whose orbitals relax, restore the half.

**A.** For the three Si shells treated below, each overlapped by other electrons of the same spin, the level becomes nearly linear, but with a different slope. For an electron alone in the outermost shell of its spin, \(n_i/n_\uparrow\to1\) in the tail, so the \(p^{1/3}\) behaviour survives in the region where \(pn_i\) exceeds the density of the inner shells of that spin; this region recedes outward as \(p\to0\), and the singularity is only partly hidden. That case is not treated here. Freeze all orbitals at their \(p=1\) form. Then \(\partial n_\uparrow/\partial p=n_i\), and differentiating \(\langle\phi_i|H|\phi_i\rangle\),
\[ \epsilon'_{fr}=J+\int n_i^2\,f_{xc}^{\uparrow\uparrow}[n]\,d^3r,\qquad J=\int n_iV_H[n_i]\,d^3r,\quad f_{xc}^{\uparrow\uparrow}=\frac{\partial v_{xc}^\uparrow}{\partial n_\uparrow}, \]
with the kernel taken at the total density. For exchange, \(f_x=-\tfrac13(6/\pi)^{1/3}n_\uparrow^{-2/3}\), so
\[ n_i^2f_x=\tfrac13\,n_i\,v_x[n_i]\,\big(n_i/n_\uparrow\big)^{2/3}. \]
Since \(n_i\le n_\uparrow\) at \(p=1\), exchange lowers the slope by at most a third of the amount by which it lowers \(\epsilon_{HXC}\). With exchange alone the frozen slope thus exceeds \(\epsilon_{HXC}\); with correlation included the inequality was tested for three shells of Si, and the slope formula was tested against a finite difference. For \(3p\), \(J=9.0178\) eV, the slope is 8.2809 eV, lower by 0.74 eV, and \(\epsilon_{HXC}=3.1980\) eV, lower by 5.82 eV.

Relaxation enters as follows. Let \(E_{fr}(0)\) be the energy of the ion with the frozen orbitals, \(\Delta_{fr}=\epsilon(1)+E_{fr}(0)-E(1)\) and \(E_{rel}=E_{fr}(0)-E(0)\). Subtracting, \(\Delta=\Delta_{fr}-E_{rel}\). If the self-consistent ion is the minimum at its occupations, \(E_{rel}\ge0\) and relaxation lowers \(\alpha\); positivity was tested in all three cases. In the central field the energy depends on shell totals, so emptying one \(3p_\uparrow\) orbital means taking the shell from 2 to 1. Energies are in eV. The fourth decimal of the levels and removal energies depends on the basis: in a converged basis \(\epsilon(1)\) and \(I\) move by 0.0001 eV for \(3p\) and \(3s\) and by up to 0.0003 eV for \(2p\), while \(\Delta\) and \(\alpha\) keep the digits shown.

| | \(3p_\uparrow\) | \(3s_\uparrow\) | \(2p_\uparrow\) |
|---|---|---|---|
| \(\epsilon_{HXC}\) | 3.198 | 4.036 | 18.988 |
| \(U\) | 7.510 | 8.775 | 28.182 |
| \(\Delta_{fr}\) | 4.112 | 5.155 | 21.604 |
| \(E_{rel}\) | 0.467 | 0.865 | 7.835 |
| \(\Delta\) | 3.645 | 4.290 | 13.769 |
| \(\alpha\) frozen | 1.29 | 1.28 | 1.14 |
| \(\alpha\) relaxed | 1.14 | 1.06 | 0.73 |

For \(3p\): \(\epsilon(1)=-4.6319\), \(\epsilon(\tfrac12)=-8.2223\), \(\epsilon(0)=-12.1415\) eV, and \(I=8.2770\) eV both from total energies and from a five-point Janak integral, a tested equality. So \(\Delta=-4.6319+8.2770=3.6451\) eV (0.13396 Ha). The second difference gives \(\epsilon''\simeq4(-12.1415+16.4446-4.6319)=-1.315\) eV, and \(U/2+\epsilon''/12=3.7548-0.1096=3.645\) eV, in agreement. The curvature term is 3% of \(\Delta\), so linearity is good. The slope is the part that fails: \(U=7.51\) eV is 2.3 times \(\epsilon_{HXC}\), and \(\alpha=3.6451/3.1980=1.14\).

With \(\alpha=\tfrac12\) the \(3p\) level is \(-6.23\) eV, short of \(-I\) by 2.05 eV or 25% of \(I\); with \(\alpha=1\) it is \(-7.83\) eV, short by 0.45 eV or 5%. For \(2p\), \(-I=-109.3\) eV lies between \(-105.0\) eV (\(\alpha=\tfrac12\)) and \(-114.5\) eV (\(\alpha=1\)). Relaxation removes 11%, 17% and 36% of \(\Delta_{fr}\) in the three shells. That the fraction is larger for \(2p\) than for \(3p\) was tested; that the cause is screening of the hole by the shells lying outside it is a conjecture. The reference is LSDA \(\Delta\)SCF, which omits multiplet structure, relativity and the errors of the functional, and is not an experimental value.

**Q.** Then the factor is wrong for the valence shell of a free atom. Can it be right in a solid?

**A.** It can, if the surroundings supply the relaxation that the atom lacks. Model them as a linear dielectric \(\epsilon_\infty\) outside a sphere of radius \(R\), and let \(Q(s)\) be the net charge of nucleus and electrons inside radius \(s\). By Gauss's law in spherical symmetry the displacement is \(D=Q/s^2\) with or without the dielectric, and the field energy density is \(D^2/8\pi\epsilon\). The change of energy is
\[ E_{pol}=\frac1{8\pi}\Big(\frac1{\epsilon_\infty}-1\Big)\int_R^\infty\frac{Q^2}{s^4}\,4\pi s^2ds=-\frac g2\int_R^\infty\frac{Q(s)^2}{s^2}\,ds,\qquad g=1-\frac1{\epsilon_\infty}. \]
If all electrons lie inside \(R\), then \(Q=1-p\) and \(E_{pol}=-g(1-p)^2/2R\). The added potential is uniform inside and leaves the orbitals unchanged. The level moves by \(dE_{pol}/dp=g(1-p)/R\), which vanishes at \(p=1\), while \(I\) changes by \(E_{pol}(0)-E_{pol}(1)=-g/2R\), the Born energy. Hence
\[ \alpha(R)=\frac{\Delta-g/2R}{\epsilon_{HXC}},\qquad \alpha=\tfrac12\ \text{ at }\ R^*=\frac{g}{2\Delta-\epsilon_{HXC}}, \]
with \(\epsilon_{HXC}\) kept at its free-atom value, as the method does. The free atom is recovered for \(R\to\infty\) or \(\epsilon_\infty\to1\), and \(R^*\) exists when \(2\Delta>\epsilon_{HXC}\).

Take the round value \(\epsilon_\infty=10\), \(g=0.9\), as a model and not as a description of bulk silicon. In atomic units \(R^*=0.9/(0.26792-0.11752)=5.984\) bohr, or 3.167 Å. Self-consistent calculations with the full \(E_{pol}\), in which the density may leak past \(R\), test the estimate. At \(R=3\) Å it gives \(3.6451-2.1599=1.4852\) eV against 1.5089 eV self-consistently, a difference of 1.1% of \(g/2R\), and \(\alpha=0.47\). At \(R^*\), \(\alpha=0.50\) (1.6144 against 1.5990 eV). At 6 Å the two agree at 2.5651 eV and \(\alpha=0.80\). The difference at 3 Å sits in the level: \(\epsilon(1)\) rises from \(-4.6319\) to \(-4.6054\) eV, by 0.0265 eV, while \(I=6.1142\) eV is 0.0029 eV below \(8.2770-2.1599\). The sign follows at frozen density from \(dE_{pol}/dp=g\int_R^\infty QF\,s^{-2}ds\), where \(F=-\partial Q/\partial p>0\) is the part of \(n_i\) inside \(s\), and \(Q>0\) for a neutral atom with some electron charge still outside \(s\).

In this model one half is a value that screening reaches for a cavity near 3 Å, and \(\alpha\) runs from 0.47 to 0.80 as \(R\) doubles. Such a cavity is larger than the Si bond length (2.35 Å) and than the radius of the volume per atom in the crystal (1.68 Å). At those two radii the self-consistent model gives \(\alpha=0.32\) and 0.12, well below one half. The Born estimate also degrades as more density lies outside \(R\): at 1.68 Å it gives \(-0.21\) eV against 0.39 eV self-consistently. The model has no bands, no hybridisation and no lattice polarisation, so it shows that the factor is attainable and depends on the environment, without fixing it for any crystal.

**Q.** What does the weighting by \(p_i\), and the choice of \(\alpha\), do once there are bands?

**A.** Take a spinless chain with two orthonormal orbitals A and B per cell, hopping \(-t\), one electron per cell, uncorrected levels \(\mp D/2\) held fixed, and \(\epsilon_{HXC}=U_c\) on both. In this basis each projector is an on-site shift \(-\alpha U_cp\). Apart from a common constant, the levels are \(\mp\delta\) with \(2\delta=D+\alpha U_cm\), \(m=p_A-p_B\). The Bloch matrix has diagonal \(\mp\delta\) and off-diagonal modulus \(t|1+e^{ik}|=2t|\cos(k/2)|\), so the bands are \(\pm E_k\), \(E_k=[\delta^2+4t^2\cos^2(k/2)]^{1/2}\), and the gap, at \(k=\pi\), is \(2\delta\). For the lower band the Hellmann-Feynman theorem gives \(\partial(-E_k)/\partial\delta=-(w_A-w_B)\), with \(w\) the site weights, so \(w_A-w_B=\delta/E_k\). Averaging over the zone with \(\theta=k/2\) and \(\cos^2\theta=1-\sin^2\theta\),
\[ m=\frac2\pi\,\frac{\delta}{\sqrt{\delta^2+4t^2}}\,K(\mu),\qquad \mu=\frac{4t^2}{\delta^2+4t^2},\qquad K(\mu)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-\mu\sin^2\theta}} . \]
This closed system was tested against self-consistent diagonalisation of an 80-site ring, with \(D=2\) eV, \(t=1\) eV and \(U_c=4\) eV. For \(\alpha=\tfrac12\), \(m=0.9056-0.0944=0.8112\) and the gap is \(2+2\times0.8112=3.62\) eV. For \(\alpha=1\), \(m=0.8996\) and the gap is \(2+4\times0.8996=5.60\) eV. Without correction \(p_A=0.8213\), so the correction also makes the chain more ionic.

For \(t\to0\), \(\mu\to0\), \(K\to\pi/2\), \(m\to1\), and the gap is \(D+\alpha U_c\). The target shift \(-(p-\tfrac12)U_c\) would give \(D+U_c\). In the linear model \(\alpha=\tfrac12\) therefore places the filled level correctly and opens half of the required splitting, whereas \(\alpha=1\) differs from the target by the constant \(U_c/2\) and gives the full splitting. The same count applies to a hole confined to one orbital, as in a small polaron: its level, with \(p=0\), is separated from the filled ones by an extra \(\alpha\,\epsilon_{HXC}\), while a hole shared by \(N\) orbitals changes each \(p\) by \(1/N\) and leaves the shifts equal. In the opposite limit \(D=0\), the symmetric solution has \(p=\tfrac12\) on every site, tested on a 42-site ring, and for that solution the correction is the rigid shift \(-\alpha U_c/2\), which changes neither the band shape nor the density. It is not the only solution. With \(D=0\) the condition is \(2\delta=\alpha U_cm(\delta)\). As \(\delta\to0\), \(\mu\to1\) and \(K\) diverges, because the integrand tends to \(1/\cos\theta\). Then \(m/\delta\to\infty\), and \(\alpha U_cm>2\delta\) for small \(\delta\). Since \(m\le1\), the inequality reverses for \(\delta>\alpha U_c/2\), so a solution with \(\delta>0\) exists for any \(\alpha U_c>0\). In the infinite chain with the uncorrected levels held fixed, a small imbalance therefore grows under the self-consistent iteration, and a charge-ordered gap opens. This result depends on holding those levels fixed. If they instead rise with occupation by \(U_cp\), as in the linear model, the condition becomes \(2\delta=-(1-\alpha)U_cm(\delta)\). Since \(m>0\) for \(\delta>0\), it has no solution with \(\delta>0\) when \(\alpha\le1\), and only the symmetric solution remains. Neither case was run numerically.

## Calculated quantities

```
1 Ha = 27.2114 eV, 1 bohr = 0.52918 A
model 1s: J = 17.0071 eV, E_x = -7.2937 eV
model 1s: eps_HX = 7.2822 eV, Delta = 6.0723 eV
model 1s: alpha Hartree only = 0.5000, with exchange = 0.8339
Si total energy = -7842.88 eV
Si spin-up orbital        3p        3s        2p
J (eV)                    9.0178   11.3985   46.4625
eps_HXC (eV)              3.1980    4.0359   18.9878
frozen slope (eV)         8.2809   10.3981   43.3725
eps(1) (eV)              -4.6319  -11.3409  -95.5261
eps(1/2) (eV)            -8.2223  -15.5827 -109.1344
eps(0) (eV)             -12.1415  -20.1158 -123.7085
U (eV)                    7.5096    8.7750   28.1824
eps''/12 (eV)            -0.1096   -0.0971   -0.3219
I dSCF (eV)               8.2770   15.6311  109.2950
I Janak (eV)              8.2770   15.6311  109.2950
Delta frozen (eV)         4.1118    5.1552   21.6042
E_relax (eV)              0.4667    0.8650    7.8353
Delta (eV)                3.6451    4.2902   13.7688
eps(0)+I (eV)            -3.8645   -4.4848  -14.4135
eps(1)-eps_HXC/2 (eV)    -6.2308  -13.3589 -105.0200
eps(1)-eps_HXC (eV)      -7.8298  -15.3768 -114.5139
alpha frozen              1.2858    1.2773    1.1378
alpha relaxed             1.1398    1.0630    0.7251
E_relax/Delta frozen      0.1135    0.1678    0.3627
3p: eps_HXC = 0.11752 Ha, Delta = 0.13396 Ha
3p second-order coefficient = 0.00117 eV, y.W.y = 0.00020 eV
3p level alpha=0.5: separable -6.2305, local -6.2306, plain -6.2308 eV
3p level alpha=1.0: separable -7.8285, local -7.8287, plain -7.8298 eV
3p p=0.5: <V_HXC[p n]> = -0.1645 eV, p*eps_HXC = 1.5990 eV
3p p=0.25: <V_HXC[p n]> = -1.5011 eV, p*eps_HXC = 0.7995 eV
cavity: eps_inf = 10, g = 0.90, R* = 3.167 A
R = 3.000 A: eps(1) = -4.6054, I = 6.1142, g/2R = 2.1599 eV
  Delta SCF = 1.5089 eV, Born = 1.4852 eV, alpha = 0.4718
R = 3.167 A: eps(1) = -4.6150, I = 6.2293, g/2R = 2.0461 eV
  Delta SCF = 1.6144 eV, Born = 1.5990 eV, alpha = 0.5048
R = 6.000 A: eps(1) = -4.6318, I = 7.1970, g/2R = 1.0800 eV
  Delta SCF = 2.5651 eV, Born = 2.5651 eV, alpha = 0.8021
chain: D = 2.0 eV, t = 1.0 eV, U_c = 4.0 eV
chain alpha=0.0: p_A = 0.8213, p_B = 0.1787, gap = 2.0000 eV
chain alpha=0.5: p_A = 0.9056, p_B = 0.0944, gap = 3.6225 eV
chain alpha=1.0: p_A = 0.9498, p_B = 0.0502, gap = 5.5986 eV
```
